# Estimating an atom's small-component charge from its kinetic energy: test program

```python
"""
Result under test: the total lower-component charge N_S of a closed-shell
atom is approximately T/(2 c^2), with T the nonrelativistic kinetic energy.
For a self-consistent Dirac-Hartree-Fock atom with a point nucleus,
N_S = -E/(2 c^2), where E excludes the electrons' rest energy.

Hartree atomic units. c: speed of light; Z: nuclear charge;
kappa: Dirac angular quantum number; l: upper-component orbital momentum.
Radial orbitals are expanded in Gaussians. Lower basis functions are
(d/dr + kappa/r) applied to upper ones (restricted kinetic balance).
"""
from functools import lru_cache
import numpy as np
from scipy.constants import alpha
from scipy.linalg import eigh
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

C = 1.0 / alpha
TWO_C2 = 2.0 * C**2
STEP = 0.06
R = np.exp(np.arange(np.log(1e-8), np.log(40.0), STEP))
WEIGHT = STEP * R
RATIO = 2.2


def ladder(low, high):
    count = int(np.log(high / low) / np.log(RATIO)) + 1
    return low * RATIO**np.arange(count)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(None)
def multipole_kernel(k):
    """r_<^k/r_>^(k+1), with the trapezoid correction for its kink."""
    smaller = np.minimum.outer(R, R)
    larger = np.maximum.outer(R, R)
    kernel = (smaller / larger)**k / larger
    kernel[np.diag_indices(len(R))] *= 1 - STEP * (2 * k + 1) / 12
    return kernel


@lru_cache(None)
def exchange_kernel(kappa_a, kappa_b):
    if kappa_a > kappa_b:
        return exchange_kernel(kappa_b, kappa_a)
    a, b = abs(kappa_a), abs(kappa_b)
    half = Rational(1, 2)
    result = np.zeros((len(R), len(R)))
    for k in range(abs(a - b), a + b):
        if (orbital_l(kappa_a) + orbital_l(kappa_b) + k) % 2 == 0:
            symbol = wigner_3j(a - half, k, b - half, half, 0, -half)
            result += float(symbol)**2 * multipole_kernel(k)
    return result


def make_channel(kappa, exponents, charge, relativistic):
    l = orbital_l(kappa)
    radius = R[:, None]
    exponents = np.asarray(exponents)
    upper = radius**(l + 1) * np.exp(-exponents * radius**2)
    upper /= np.sqrt(WEIGHT @ upper**2)
    slope = ((l + 1 + kappa) / radius - 2 * exponents * radius) * upper
    n = len(exponents)
    kinetic = 0.5 * slope.T @ (WEIGHT[:, None] * slope)
    parts = [upper]
    if relativistic:
        parts.append(slope / np.sqrt(WEIGHT @ slope**2))
    size = n * len(parts)
    overlap = np.zeros((size, size))
    core = np.zeros((size, size))
    for p, functions in enumerate(parts):
        s = slice(p * n, (p + 1) * n)
        overlap[s, s] = functions.T @ (WEIGHT[:, None] * functions)
        core[s, s] = functions.T @ ((-charge * WEIGHT / R)[:, None] * functions)
    if relativistic:
        coupling = C * parts[1].T @ (WEIGHT[:, None] * slope)
        core[n:, :n] += coupling
        core[:n, n:] += coupling.T
        core[n:, n:] -= TWO_C2 * overlap[n:, n:]
    else:
        core += kinetic
    return dict(n=n, parts=parts, overlap=overlap, core=core, kinetic=kinetic)


def add_local(channel, matrix, potential):
    result = matrix.copy()
    n = channel["n"]
    for p, functions in enumerate(channel["parts"]):
        s = slice(p * n, (p + 1) * n)
        result[s, s] += functions.T @ ((WEIGHT * potential)[:, None] * functions)
    return result


def build_fock(channels, densities):
    radial_density = np.zeros(len(R))
    grid_density = {}
    for kappa, ch in channels.items():
        n, parts = ch["n"], ch["parts"]
        for p in range(len(parts)):
            for q in range(p, len(parts)):
                block = densities[kappa][p*n:(p+1)*n, q*n:(q+1)*n]
                pair = 2 * abs(kappa) * (parts[p] @ block @ parts[q].T)
                grid_density[kappa, p, q] = pair
                if p == q:
                    radial_density += np.diag(pair)
    repulsion = multipole_kernel(0) @ (WEIGHT * radial_density)
    fock = {}
    for kappa, ch in channels.items():
        n, parts = ch["n"], ch["parts"]
        matrix = add_local(ch, ch["core"], repulsion)
        for p in range(len(parts)):
            for q in range(p, len(parts)):
                exchange = np.zeros((len(R), len(R)))
                for other in channels:
                    exchange += (exchange_kernel(kappa, other)
                                 * grid_density[other, p, q])
                block = ((WEIGHT[:, None] * parts[p]).T @ exchange
                         @ (WEIGHT[:, None] * parts[q]))
                matrix[p*n:(p+1)*n, q*n:(q+1)*n] -= block
                if p != q:
                    matrix[q*n:(q+1)*n, p*n:(p+1)*n] -= block.T
        fock[kappa] = 0.5 * (matrix + matrix.T)
    return fock


def solve_atom(charge, filled, basis, relativistic):
    """Closed-subshell SCF; filled maps kappa to its number of subshells."""
    channels = {k: make_channel(k, basis[orbital_l(k)], charge, relativistic)
                for k in filled}
    electrons = sum(2 * abs(k) * count for k, count in filled.items())
    scaled_radius = R * charge**(1 / 3) / 0.8853
    screening = 1 - (1 + 0.53625 * scaled_radius)**-2
    start = (electrons - 1) * screening / R
    fock = {k: add_local(ch, ch["core"], start) for k, ch in channels.items()}
    densities, previous = None, np.inf
    for iteration in range(100):
        orbitals, new = {}, {}
        for kappa, ch in channels.items():
            vectors = eigh(fock[kappa], ch["overlap"])[1]
            first = ch["n"] if relativistic else 0
            occupied = vectors[:, first:first + filled[kappa]]
            orbitals[kappa] = occupied
            new[kappa] = occupied @ occupied.T
        if densities is None:
            densities = new
        else:
            densities = {k: 0.5 * (densities[k] + new[k]) for k in new}
        fock = build_fock(channels, densities)
        one_body = sum(2 * abs(k) * np.sum(densities[k] * ch["core"])
                       for k, ch in channels.items())
        if abs(one_body - previous) < 1e-7 * abs(one_body):
            break
        previous = one_body
    else:
        raise RuntimeError("SCF did not converge")
    energy = sum(abs(k) * np.sum(densities[k] * (ch["core"] + fock[k]))
                 for k, ch in channels.items())
    kinetic, shell_charge = 0.0, {}
    for kappa, ch in channels.items():
        n = ch["n"]
        for index, vector in enumerate(orbitals[kappa].T):
            kinetic += 2*abs(kappa) * vector[:n] @ ch["kinetic"] @ vector[:n]
            if relativistic:
                shell = orbital_l(kappa) + 1 + index
                norm = vector[n:] @ ch["overlap"][n:, n:] @ vector[n:]
                shell_charge[shell] = (shell_charge.get(shell, 0.0)
                                       + 2 * abs(kappa) * norm)
    return dict(energy=energy, kinetic=kinetic, shells=shell_charge,
                lower=sum(shell_charge.values()))


def slater_groups(charge, groups):
    """Slater screening: rows of group name, count, Z_eff, n*, kinetic sum."""
    effective_n = {1: 1.0, 2: 2.0, 3: 3.0, 4: 3.7, 5: 4.0, 6: 4.2}
    rows = []
    for position, (n, kind, count) in enumerate(groups):
        shielding = (count - 1) * (0.30 if n == 1 else 0.35)
        for inner_n, _, inner_count in groups[:position]:
            factor = 0.85 if kind == "sp" and inner_n == n - 1 else 1.0
            shielding += factor * inner_count
        z_eff = charge - shielding
        term = count * 0.5 * (z_eff / effective_n[n])**2
        rows.append((f"{n}{kind}", count, z_eff, effective_n[n], term))
    return rows


def pyscf_basis(exponents_by_l):
    return [[l, [float(a), 1.0]]
            for l, values in enumerate(exponents_by_l) for a in values]


def relative_error(value, reference):
    return abs(value / reference - 1)


neon_filled = {-1: 2, 1: 1, -2: 1}
mercury_filled = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}

# Independent four-component molecular program, same small neon basis.
small_basis = [np.geomspace(0.2, 2000, 8), np.geomspace(0.25, 20, 4)]
radial_check = solve_atom(10, neon_filled, small_basis, True)
neon_molecule = gto.M(atom="Ne 0 0 0", basis={"Ne": pyscf_basis(small_basis)},
                      verbose=0)
four_component = scf.DHF(neon_molecule)
four_component.conv_tol = 1e-9
pyscf_energy = four_component.kernel()
assert four_component.converged
n_two = neon_molecule.nao_2c()
density = four_component.make_rdm1()
metric = four_component.get_ovlp()
pyscf_lower = np.trace(density[n_two:, n_two:] @ metric[n_two:, n_two:]).real
assert relative_error(radial_check["energy"], pyscf_energy) < 1e-6
assert relative_error(radial_check["lower"], pyscf_lower) < 5e-5

# Fill every function of a tiny s,p,d,f basis: the density is then fixed.
# This checks direct and exchange energies, including all f-shell terms.
full_basis = [[20, 200, 2000, 20000], [20, 200, 2000], [30, 300], [40]]
full_shells = {-1: 4, 1: 3, -2: 3, 2: 2, -3: 2, 3: 1, -4: 1}
radial_full = solve_atom(80, full_shells, full_basis, False)
ion = gto.M(atom="Hg 0 0 0", charge=20, verbose=0,
            basis={"Hg": pyscf_basis(full_basis)})
ion_scf = scf.RHF(ion)
full_density = 2 * np.linalg.inv(ion.intor("int1e_ovlp"))
reference_energy = ion_scf.energy_tot(dm=full_density)
assert relative_error(radial_full["energy"], reference_energy) < 1e-6

# Full calculations. Steep functions resolve the Dirac point-nucleus cusp.
neon_basis = [ladder(0.05, 1e8), ladder(0.04, 1e6)]
outer_basis = [ladder(0.04, 1e6), ladder(0.1, 1e5)]
mercury_nr_basis = [ladder(0.02, 1e8), ladder(0.03, 1e8)] + outer_basis
mercury_rel_basis = [ladder(0.02, 1e11), ladder(0.03, 1e11)] + outer_basis

# Analytic one-electron Dirac result at the mercury nuclear charge.
ion_channel = make_channel(-1, mercury_rel_basis[0], 80, True)
ion_energies, ion_vectors = eigh(ion_channel["core"], ion_channel["overlap"])
ion_n = ion_channel["n"]
ion_lower_vector = ion_vectors[ion_n:, ion_n]
ion_lower = (ion_lower_vector @ ion_channel["overlap"][ion_n:, ion_n:]
             @ ion_lower_vector)
root = np.sqrt(1 - (80 / C)**2)
assert relative_error(ion_energies[ion_n], C**2 * (root - 1)) < 1e-4
assert relative_error(ion_lower, (1 - root) / 2) < 1e-4

atoms = {
    "Ne": dict(Z=10, nr=solve_atom(10, neon_filled, neon_basis, False),
               rel=solve_atom(10, neon_filled, neon_basis, True),
               groups=[(1, "sp", 2), (2, "sp", 8)]),
    "Hg": dict(Z=80,
               nr=solve_atom(80, mercury_filled, mercury_nr_basis, False),
               rel=solve_atom(80, mercury_filled, mercury_rel_basis, True),
               groups=[(1, "sp", 2), (2, "sp", 8), (3, "sp", 8),
                       (3, "d", 10), (4, "sp", 8), (4, "d", 10),
                       (4, "f", 14), (5, "sp", 8), (5, "d", 10),
                       (6, "sp", 2)]),
}

print(f"c = {C:.6f} a.u.; 2c^2 = {TWO_C2:.3f} hartree")
print(f"Gaussian exponent ratio = {RATIO:.1f}")
for name, atom in atoms.items():
    nr, rel = atom["nr"], atom["rel"]
    estimate = nr["kinetic"] / TWO_C2
    energy_charge = -rel["energy"] / TWO_C2
    rows = slater_groups(atom["Z"], atom["groups"])
    slater_t = sum(row[-1] for row in rows)
    # Finite Gaussian bases satisfy the virial identities only approximately.
    assert relative_error(-nr["energy"], nr["kinetic"]) < 1e-4
    assert relative_error(rel["lower"], energy_charge) < 1e-4
    assert relative_error(slater_t, nr["kinetic"]) < 0.03
    atom["estimate"] = estimate
    print(f"{name}: Z = {atom['Z']}")
    for group, count, z_eff, n_star, term in rows:
        print(f"  {group}: N={count}, Zeff={z_eff:.2f}, n*={n_star:.1f}, "
              f"T={term:.2f} hartree")
    print(f"  Slater T = {slater_t:.1f} hartree")
    print(f"  Slater T/(2c^2) = {slater_t / TWO_C2:.5f} electrons")
    print(f"  HF energy = {nr['energy']:.2f} hartree")
    print(f"  HF kinetic energy T = {nr['kinetic']:.2f} hartree")
    print(f"  HF T/(2c^2) = {estimate:.5f} electrons")
    print(f"  DHF energy = {rel['energy']:.2f} hartree")
    print(f"  DHF lower charge N_S = {rel['lower']:.5f} electrons")
    print(f"  -E_DHF/(2c^2) = {energy_charge:.5f} electrons")
    print(f"  N_S/estimate - 1 = {100*(rel['lower']/estimate-1):.2f} percent")
    print(f"  N_S/N = {100*rel['lower']/atom['Z']:.3f} percent")
    print(f"  radius Z/(2c^2) = {atom['Z']/TWO_C2:.6f} bohr")
    print(f"  1s radius 1/Z = {1/atom['Z']:.4f} bohr")
    print(f"  radius ratio = {atom['Z']**2/TWO_C2:.5f}")

neon, mercury = atoms["Ne"], atoms["Hg"]
assert neon["estimate"] < 0.01 and neon["rel"]["lower"] < 0.01
assert 0.45 < mercury["estimate"] < 0.55
assert 0.45 < mercury["rel"]["lower"] < 0.55
assert relative_error(neon["rel"]["lower"], neon["estimate"]) < 0.005
assert 0 < mercury["rel"]["lower"] / mercury["estimate"] - 1 < 0.10
upper_estimate = mercury["rel"]["kinetic"] / TWO_C2
assert upper_estimate > 1.1 * mercury["rel"]["lower"]
shells = mercury["rel"]["shells"]
assert shells[1] + shells[2] > 0.5 * mercury["rel"]["lower"]
print(f"Hg upper-component <p^2>/(4c^2) = {upper_estimate:.2f} electrons")
for shell, charge in sorted(shells.items()):
    print(f"Hg shell n={shell}: lower charge = {charge:.5f} electrons")
print(f"One-electron Z=80: N_S = {ion_lower:.5f} electrons")
print(f"One-electron Z=80: Z^2/(4c^2) = {80**2/(4*C**2):.5f} electrons")
print(f"Small-basis Ne radial DHF = {radial_check['energy']:.5f} hartree")
print(f"Small-basis Ne PySCF DHF = {pyscf_energy:.5f} hartree")
print(f"Small-basis Ne radial N_S = {radial_check['lower']:.6f} electrons")
print(f"Small-basis Ne PySCF N_S = {pyscf_lower:.6f} electrons")
print("all good")
```

Running it gives:

```
c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Gaussian exponent ratio = 2.2
Ne: Z = 10
  1sp: N=2, Zeff=9.70, n*=1.0, T=94.09 hartree
  2sp: N=8, Zeff=5.85, n*=2.0, T=34.22 hartree
  Slater T = 128.3 hartree
  Slater T/(2c^2) = 0.00342 electrons
  HF energy = -128.55 hartree
  HF kinetic energy T = 128.55 hartree
  HF T/(2c^2) = 0.00342 electrons
  DHF energy = -128.69 hartree
  DHF lower charge N_S = 0.00343 electrons
  -E_DHF/(2c^2) = 0.00343 electrons
  N_S/estimate - 1 = 0.11 percent
  N_S/N = 0.034 percent
  radius Z/(2c^2) = 0.000266 bohr
  1s radius 1/Z = 0.1000 bohr
  radius ratio = 0.00266
Hg: Z = 80
  1sp: N=2, Zeff=79.70, n*=1.0, T=6352.09 hartree
  2sp: N=8, Zeff=75.85, n*=2.0, T=5753.22 hartree
  3sp: N=8, Zeff=68.75, n*=3.0, T=2100.69 hartree
  3d: N=10, Zeff=58.85, n*=3.0, T=1924.07 hartree
  4sp: N=8, Zeff=52.25, n*=3.7, T=797.68 hartree
  4d: N=10, Zeff=40.85, n*=3.7, T=609.47 hartree
  4f: N=14, Zeff=29.45, n*=3.7, T=443.47 hartree
  5sp: N=8, Zeff=22.35, n*=4.0, T=124.88 hartree
  5d: N=10, Zeff=8.85, n*=4.0, T=24.48 hartree
  6sp: N=2, Zeff=4.35, n*=4.2, T=1.07 hartree
  Slater T = 18131.1 hartree
  Slater T/(2c^2) = 0.48275 electrons
  HF energy = -18408.95 hartree
  HF kinetic energy T = 18408.92 hartree
  HF T/(2c^2) = 0.49015 electrons
  DHF energy = -19653.61 hartree
  DHF lower charge N_S = 0.52329 electrons
  -E_DHF/(2c^2) = 0.52329 electrons
  N_S/estimate - 1 = 6.76 percent
  N_S/N = 0.654 percent
  radius Z/(2c^2) = 0.002130 bohr
  1s radius 1/Z = 0.0125 bohr
  radius ratio = 0.17040
Hg upper-component <p^2>/(4c^2) = 0.63 electrons
Hg shell n=1: lower charge = 0.18537 electrons
Hg shell n=2: lower charge = 0.16082 electrons
Hg shell n=3: lower charge = 0.11519 electrons
Hg shell n=4: lower charge = 0.05549 electrons
Hg shell n=5: lower charge = 0.00629 electrons
Hg shell n=6: lower charge = 0.00012 electrons
One-electron Z=80: N_S = 0.09405 electrons
One-electron Z=80: Z^2/(4c^2) = 0.08520 electrons
Small-basis Ne radial DHF = -128.49504 hartree
Small-basis Ne PySCF DHF = -128.49505 hartree
Small-basis Ne radial N_S = 0.003413 electrons
Small-basis Ne PySCF N_S = 0.003413 electrons
all good
```
